# Energy cost of a small lattice-constant error in a monolayer: a program that tests the result

```python
# Result under test: a fractional lattice-constant error e, equal in both
# directions, costs dE = 2*K*A0*e**2 per cell of a hexagonal monolayer.
# K  = area modulus A0*d2E/dA2 with internal atoms relaxed
# A0 = equilibrium cell area;  s = (1+e)**2 - 1 = area strain
# K3 = A0**2*d3E/dA3, the cubic coefficient
# Independent road: explicit bond sums for an X-M-X sheet of Morse bonds.
# Internal units of the bond model: eV and angstrom.
import numpy as np
from scipy.constants import e as charge, angstrom
from scipy.optimize import least_squares, brentq

K_si = 80.0                 # N/m
A0 = 8.65                   # angstrom^2
err = 0.005                 # fractional lattice-constant error
to_si = charge / angstrom**2          # eV/angstrom^2 -> N/m
K = K_si / to_si
a0 = np.sqrt(2 * A0 / np.sqrt(3))


def cost_formula(e):
    return 2 * K * A0 * e**2


# Bond model: round illustrative parameters
height = 1.56               # X plane above M plane, angstrom
alpha = 1.5                 # Morse decay, 1/angstrom
w_mx, w_flat, w_vert = 1.0, 0.2, 0.2  # relative bond depths
lattice = a0 * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
d_mx = np.sqrt(a0**2 / 3 + height**2)
# Per cell: 6 M-X bonds, 6 in-plane X-X, 3 M-M, 1 vertical X-X
weights = np.array([3 * w_flat] * 3 + [2 * w_mx] * 3 + [w_vert])
rest = np.array([a0] * 3 + [d_mx] * 3 + [2 * height])


def bond_terms(shift, ex, ey):
    v = lattice * np.array([1 + ex, 1 + ey])
    flat = np.linalg.norm([v[0], v[1], v[1] - v[0]], axis=1)
    x_atom = (v[0] + v[1]) / 3 + shift[:2]
    z = height + shift[2]
    m_atoms = np.array([[0.0, 0.0], v[0], v[1]])
    mx = np.sqrt(np.sum((m_atoms - x_atom)**2, axis=1) + z**2)
    lengths = np.concatenate([flat, mx, [2 * z]])
    return np.sqrt(weights) * (1 - np.exp(-alpha * (lengths - rest)))


def relaxed_unit(ex, ey):
    fit = least_squares(bond_terms, np.zeros(3), args=(ex, ey),
                        jac='3-point', xtol=1e-14, ftol=1e-14, gtol=1e-14)
    return np.sum(fit.fun**2)


def unit_area_energy(s):
    e = np.sqrt(1 + s) - 1
    return relaxed_unit(e, e)


def unit_modulus(s):
    return (unit_area_energy(s) + unit_area_energy(-s)) / (A0 * s**2)


# One overall scale makes the small-strain curvature equal to the given K
step = 1e-3
K_unit = unit_modulus(step)
depth = K / K_unit
step_shift = abs(unit_modulus(step / 2) / K_unit - 1)
assert step_shift < 1e-4


def energy(ex, ey):
    return depth * relaxed_unit(ex, ey)


# Cost at finite error, both signs, and quadratic growth
E_plus, E_minus = energy(err, err), energy(-err, -err)
E_mean = (E_plus + E_minus) / 2
cost = cost_formula(err)
assert abs(E_mean / cost - 1) < 2e-3
E_mean_double = (energy(2*err, 2*err) + energy(-2*err, -2*err)) / 2
assert abs(E_mean_double / E_mean - 4) < 0.02

# Cubic correction from small area strains predicts both finite costs
t = 2e-3
K3 = 3 * depth * (unit_area_energy(t) - unit_area_energy(-t)) / (A0 * t**3)
for e, direct in ((err, E_plus), (-err, E_minus)):
    s = (1 + e)**2 - 1
    series = A0 * (K * s**2 / 2 + K3 * s**3 / 6)
    assert abs(series / direct - 1) < 2e-3
assert E_plus < cost < E_minus


# Tension from the numerical slope of the energy with area
def tension(e, h=1e-4):
    slope = (energy(e + h, e + h) - energy(e - h, e - h)) / (2 * h)
    return slope / (2 * A0 * (1 + e))


tension_formula = 2 * K * err
tension_mean = (tension(err) - tension(-err)) / 2
assert abs(tension_mean / tension_formula - 1) < 5e-3

# Elastic constants from separate deformations
C11 = (energy(step, 0) + energy(-step, 0)) / (A0 * step**2)
C22 = (energy(0, step) + energy(0, -step)) / (A0 * step**2)
C_diff = (energy(step, -step) + energy(-step, step)) / (2 * A0 * step**2)
C12 = C11 - C_diff
assert abs(C22 / C11 - 1) < 1e-3
assert abs((C11 + C12) / 2 / K - 1) < 1e-3
uniaxial = (energy(err, 0) + energy(-err, 0)) / 2
assert abs(uniaxial / (C11 * A0 * err**2 / 2) - 1) < 2e-3

# Lattice error that costs 1 meV, by root finding on the bond model
target = 1e-3
e_target = np.sqrt(target / (2 * K * A0))
root_p = brentq(lambda e: energy(e, e) - target, 1e-3, 1e-2)
root_m = brentq(lambda e: energy(-e, -e) - target, 1e-3, 1e-2)
assert abs((root_p + root_m) / 2 / e_target - 1) < 2e-3

# Internal atoms frozen at their unstrained height
clamped = depth * np.mean([np.sum(bond_terms(np.zeros(3), e, e)**2)
                           for e in (err, -err)])
assert clamped > E_mean

# Rough thermal expansion, constant coefficient up to 300 K
expansion, temperature = 7e-6, 300.0
e_thermal = expansion * temperature

# Main estimate directly in SI units
cost_joule = 2 * K_si * A0 * angstrom**2 * err**2
assert abs(cost_joule / charge / cost - 1) < 1e-12
assert round(cost * 1e3, 1) == 2.2
s_exact = (1 + err)**2 - 1

print("INPUTS AND MAIN ESTIMATE")
print(f"area modulus K = {K_si:.1f} N/m")
print(f"cell area A0 = {A0:.2f} angstrom^2")
print(f"lattice-constant error = {100*err:.2f} percent")
print(f"lattice constant a0 = {a0:.3f} angstrom")
print(f"absolute lattice error = {a0*err:.4f} angstrom")
print(f"exact area strain = {100*s_exact:.4f} percent")
print(f"K = {K:.3f} eV/angstrom^2")
print(f"K*A0 = {K*A0:.2f} eV")
print(f"energy cost per cell = {cost_joule:.3e} J")
print(f"energy cost per cell = {cost*1e3:.3f} meV")
print(f"cost with exact area strain = {K*A0*s_exact**2/2*1e3:.3f} meV")
print(f"cost per atom (3 atoms) = {cost/3*1e3:.3f} meV")
print(f"slip: area strain taken as e = {K*A0*err**2/2*1e3:.3f} meV")
print(f"tension 2*K*e = {tension_formula*to_si:.3f} N/m")
for e in (0.001, 0.002, 0.01, 0.02):
    print(f"cost at {100*e:.1f} percent error = "
          f"{cost_formula(e)*1e3:.3f} meV")
print(f"lattice error costing 1 meV = {100*e_target:.3f} percent")
print("BOND MODEL (illustrative, scaled to K)")
print(f"X plane height = {height:.2f} angstrom")
print(f"Morse decay = {alpha:.2f} 1/angstrom")
print(f"relative depths M-X, in-plane, vertical = "
      f"{w_mx:.1f}, {w_flat:.1f}, {w_vert:.1f}")
print(f"M-X bond depth = {depth*w_mx:.3f} eV")
print(f"cost when stretched = {E_plus*1e3:.3f} meV")
print(f"cost when compressed = {E_minus*1e3:.3f} meV")
print(f"mean of the two costs = {E_mean*1e3:.3f} meV")
print(f"mean cost at doubled error = {E_mean_double*1e3:.3f} meV")
print(f"cubic ratio K3/K = {K3/K:.2f}")
print(f"mean tension magnitude = {tension_mean*to_si:.3f} N/m")
print(f"C11 = {C11*to_si:.1f} N/m")
print(f"C12 = {C12*to_si:.1f} N/m")
print(f"(C11+C12)/2 = {(C11+C12)/2*to_si:.2f} N/m")
print(f"1 meV error, stretched = {100*root_p:.3f} percent")
print(f"1 meV error, compressed = {100*root_m:.3f} percent")
print(f"modulus shift on halving step = {100*step_shift:.5f} percent")
print("NEGLECTED EFFECTS")
print(f"asymmetry: stretched vs formula = "
      f"{100*(E_plus/cost-1):.2f} percent")
print(f"asymmetry: compressed vs formula = "
      f"{100*(E_minus/cost-1):.2f} percent")
print(f"cost with frozen internal atoms = {clamped*1e3:.3f} meV")
print(f"cost of error along one axis only = {uniaxial*1e3:.3f} meV")
print(f"rough expansion coefficient = {expansion:.1e} 1/K")
print(f"rough expansion to {temperature:.0f} K = "
      f"{100*e_thermal:.2f} percent")
print(f"cost of that expansion = {cost_formula(e_thermal)*1e3:.2f} meV")
print("tests ok")
```

Printed output:

```
INPUTS AND MAIN ESTIMATE
area modulus K = 80.0 N/m
cell area A0 = 8.65 angstrom^2
lattice-constant error = 0.50 percent
lattice constant a0 = 3.160 angstrom
absolute lattice error = 0.0158 angstrom
exact area strain = 1.0025 percent
K = 4.993 eV/angstrom^2
K*A0 = 43.19 eV
energy cost per cell = 3.460e-22 J
energy cost per cell = 2.160 meV
cost with exact area strain = 2.170 meV
cost per atom (3 atoms) = 0.720 meV
slip: area strain taken as e = 0.540 meV
tension 2*K*e = 0.800 N/m
cost at 0.1 percent error = 0.086 meV
cost at 0.2 percent error = 0.346 meV
cost at 1.0 percent error = 8.638 meV
cost at 2.0 percent error = 34.553 meV
lattice error costing 1 meV = 0.340 percent
BOND MODEL (illustrative, scaled to K)
X plane height = 1.56 angstrom
Morse decay = 1.50 1/angstrom
relative depths M-X, in-plane, vertical = 1.0, 0.2, 0.2
M-X bond depth = 1.850 eV
cost when stretched = 2.124 meV
cost when compressed = 2.197 meV
mean of the two costs = 2.160 meV
mean cost at doubled error = 8.649 meV
cubic ratio K3/K = -6.59
mean tension magnitude = 0.801 N/m
C11 = 114.7 N/m
C12 = 45.3 N/m
(C11+C12)/2 = 80.00 N/m
1 meV error, stretched = 0.342 percent
1 meV error, compressed = 0.338 percent
modulus shift on halving step = 0.00035 percent
NEGLECTED EFFECTS
asymmetry: stretched vs formula = -1.67 percent
asymmetry: compressed vs formula = 1.73 percent
cost with frozen internal atoms = 3.073 meV
cost of error along one axis only = 0.774 meV
rough expansion coefficient = 7.0e-06 1/K
rough expansion to 300 K = 0.21 percent
cost of that expansion = 0.38 meV
tests ok
```
